# The one-percent step in the Ziegler-Biersack-Littmark nuclear-stopping formula: verification in Python

```python
"""
Result under test: the two branches of the Ziegler-Biersack-Littmark (ZBL)
reduced nuclear stopping differ by about one percent at reduced energy 30.
  eps  : reduced energy = a*Ec/(Z1*Z2*e0^2), Ec = centre-of-mass energy
  beta : impact parameter divided by the screening length a
  s    : reduced stopping = eps * integral of sin^2(theta/2) d(beta^2)
  low branch: ln(1+A eps)/(2(eps + B eps^C + D sqrt(eps))), eps <= 30
  log branch: ln(eps)/(2 eps), eps > 30
The fit is compared with the scattering integral of the universal potential.
Example: boron-11 in silicon. Internal units of the example: Hartree atomic.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

A, B, C, D = 1.1383, 0.01321, 0.21226, 0.19593
JOINT = 30.0
WEIGHTS = np.array([0.18175, 0.50986, 0.28022, 0.028171])
RATES = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def low_branch(eps):
    return np.log(1 + A * eps) / (2 * (eps + B * eps**C + D * np.sqrt(eps)))


def log_branch(eps):
    return np.log(eps) / (2 * eps)


def zbl_stopping(eps):
    return low_branch(eps) if eps <= JOINT else log_branch(eps)


def universal(x):
    return sum(w * np.exp(-k * x) for w, k in zip(WEIGHTS, RATES))


def bare(x):
    return np.ones_like(x)


def deflection(beta, eps, screening, nodes=200):
    """Centre-of-mass scattering angle from the classical orbit integral."""
    beta = np.atleast_1d(np.asarray(beta, dtype=float))
    inner = beta.copy()
    outer = 1.01 * 0.5 * (1 / eps + np.sqrt(1 / eps**2 + 4 * beta**2))
    for _ in range(70):  # bisection for the distance of closest approach
        middle = 0.5 * (inner + outer)
        radial = middle**2 - middle * screening(middle) / eps - beta**2
        inner = np.where(radial < 0, middle, inner)
        outer = np.where(radial < 0, outer, middle)
    closest = (0.5 * (inner + outer))[:, None]
    points, weights = np.polynomial.legendre.leggauss(nodes)
    t = 0.25 * np.pi * (points + 1)
    u = np.sin(t)[None, :]
    root = np.sqrt(1 - u * screening(closest / u) / (closest * eps)
                   - (beta[:, None] * u / closest)**2)
    integral = (np.cos(t) / root) @ (0.25 * np.pi * weights)
    return np.pi - 2 * beta / closest[:, 0] * integral


def integral_stopping(eps, screening=universal, beta_max=80.0, nodes=200):
    log_beta = np.linspace(np.log(1e-4 / eps), np.log(beta_max), 500)
    beta = np.exp(log_beta)
    theta = deflection(beta, eps, screening, nodes)
    f = 2 * eps * beta**2 * np.sin(theta / 2)**2
    return np.sum(0.5 * (f[1:] + f[:-1]) * np.diff(log_beta))


# Both branches at the joint, and the discontinuity from one-sided values
s_low, s_log = low_branch(JOINT), log_branch(JOINT)
jump = s_log - s_low
step = 1e-9
one_sided = zbl_stopping(JOINT * (1 + step)) - zbl_stopping(JOINT * (1 - step))
ordinary = zbl_stopping(29 * (1 + step)) - zbl_stopping(29 * (1 - step))
assert abs(one_sided - jump) < 1e-8
assert abs(ordinary) < 1e-8
assert 0.009 < -jump / s_low < 0.010

# The branches do not meet: scan below the joint, bound above it
scan = np.geomspace(1.0001, 1e8, 200001)
assert np.all(low_branch(scan) > log_branch(scan))
q_joint = B * JOINT**(C - 1) + D / np.sqrt(JOINT)
bound_right = q_joint * np.log(JOINT)
assert np.log(A) > bound_right
upper = scan[scan >= JOINT]
q_upper = B * upper**(C - 1) + D / np.sqrt(upper)
assert np.all(np.diff(q_upper * np.log(upper)) < 0)
best = minimize_scalar(lambda y: low_branch(np.exp(y)) / log_branch(np.exp(y)),
                       bounds=(np.log(10), np.log(300)), method="bounded")
best_eps, best_gap = np.exp(best.x), best.fun - 1

# Orbit quadrature against Rutherford scattering, and the cutoff logarithm
trial = np.array([0.003, 0.02, 0.1, 0.5, 3.0])
rutherford = 2 * np.arctan(1 / (2 * JOINT * trial))
assert np.max(np.abs(deflection(trial, JOINT, bare) - rutherford)) < 1e-8
cut_numeric = integral_stopping(JOINT, bare, beta_max=0.5)
cut_formula = np.log(1 + JOINT**2) / (4 * JOINT)
assert abs(cut_numeric / cut_formula - 1) < 1e-4
assert abs(cut_formula / s_log - 1) < 1e-3

# Scattering integral for the universal potential
s_integral = integral_stopping(JOINT)
assert abs(integral_stopping(JOINT, nodes=400) / s_integral - 1) < 1e-6
assert abs(s_low / s_integral - 1) < 0.08
assert abs(s_log / s_integral - 1) < 0.08
slope = (2e5 * integral_stopping(1e5) - 2e4 * integral_stopping(1e4))
slope /= np.log(10)
assert abs(slope - 1) < 0.01

# Boron-11 in silicon, Hartree atomic units
Z1, Z2, M1, M2 = 5, 14, 11.009, 28.086
hartree_eV = const.value("Hartree energy in eV")
bohr_nm = const.value("Bohr radius") * 1e9
mass_unit = const.atomic_mass / const.m_e
lattice_nm = const.value("lattice parameter of silicon") * 1e9
density = 8 / lattice_nm**3
a = 0.8854 / (Z1**0.23 + Z2**0.23)
energy = JOINT * Z1 * Z2 * (M1 + M2) / (a * M2)
transfer_max = 4 * M1 * M2 / (M1 + M2)**2
speed = np.sqrt(2 * energy / (M1 * mass_unit))

# Newtonian trajectory of both atoms checks the scaling and the kinematics
m1, m2 = M1 * mass_unit, M2 * mass_unit
beta_test = 0.1


def motion(time, y):
    separation = y[0:2] - y[2:4]
    r = np.hypot(separation[0], separation[1])
    x = r / a
    slope_phi = -np.sum(WEIGHTS * RATES * np.exp(-RATES * x))
    force = Z1 * Z2 * (universal(x) / r**2 - slope_phi / (a * r))
    push = force * separation / r
    return np.concatenate([y[4:6], y[6:8], push / m1, -push / m2])


start = np.array([-60 * a, beta_test * a, 0, 0, speed, 0, 0, 0])
path = solve_ivp(motion, (0, 120 * a / speed), start, method="DOP853",
                 rtol=1e-10, atol=1e-12, max_step=a / speed)
assert path.success
recoil = 0.5 * m2 * np.sum(path.y[6:8, -1]**2)
theta_test = deflection(beta_test, JOINT, universal)[0]
recoil_formula = transfer_max * energy * np.sin(theta_test / 2)**2
assert abs(recoil / recoil_formula - 1) < 1e-4

# Stopping per path length in eV/nm
to_eV_nm = hartree_eV * bohr_nm**2 * density
scale = np.pi * a**2 * transfer_max * energy / JOINT * to_eV_nm
b = a * np.geomspace(1e-6, 70, 900)
transfer = transfer_max * energy * np.sin(
    deflection(b / a, JOINT, universal) / 2)**2
g = 2 * np.pi * b * transfer
direct = np.sum(0.5 * (g[1:] + g[:-1]) * np.diff(b)) * to_eV_nm
assert abs(direct / (scale * s_integral) - 1) < 1e-3

# Neglected effects: electronic stopping (Lindhard-Scharff) and channeling
electronic = (8 * np.pi * Z1**(7 / 6) * Z2 * speed
              / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * to_eV_nm)
assert speed < Z1**(2 / 3)  # range in which the estimate applies
row_nm = lattice_nm / np.sqrt(2)
row_energy = 2 * Z1 * Z2 / (row_nm / bohr_nm)
# averaged row potential: difference between distances 1 and 2 is 2 ln 2 / d
row_log = 2 * quad(lambda z: 1 / np.hypot(1, z) - 1 / np.hypot(2, z),
                   0, np.inf)[0]
assert abs(row_log - 2 * np.log(2)) < 1e-6
channel_angle = np.degrees(np.sqrt(row_energy / energy))
total = scale * s_low + electronic


def show(label, value, unit="", form=".5g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("reduced energy at the joint", JOINT)
show("low branch, 1 + 1.1383 eps", 1 + A * JOINT, "", ".3f")
show("low branch, numerator", np.log(1 + A * JOINT), "", ".5f")
show("low branch, term 0.01321 eps^0.21226", B * JOINT**C, "", ".5f")
show("low branch, term 0.19593 eps^0.5", D * np.sqrt(JOINT), "", ".5f")
show("low branch, bracket", JOINT * (1 + q_joint), "", ".5f")
show("low branch, reduced stopping", s_low, "", ".6f")
show("log branch, ln(eps)", np.log(JOINT), "", ".5f")
show("log branch, reduced stopping", s_log, "", ".6f")
show("jump, log minus low", jump, "", ".6f")
show("jump relative to low branch", 100 * jump / s_low, "%", ".3f")
show("jump relative to log branch", 100 * jump / s_log, "%", ".3f")
show("excess of logarithm ratio",
     100 * (np.log(1 + A * JOINT) / np.log(JOINT) - 1), "%", ".3f")
show("excess of denominator ratio q", 100 * q_joint, "%", ".3f")
show("ln(1.1383)", np.log(A), "", ".5f")
show("q ln(eps) at the joint", bound_right, "", ".5f")
show("reduced energy of local minimum gap", best_eps, "", ".1f")
show("local minimum gap relative to log branch", 100 * best_gap, "%", ".3f")
show("Coulomb stopping with cutoff beta = 1/2", cut_formula, "", ".6f")
show("scattering integral, reduced stopping", s_integral, "", ".6f")
show("low branch minus integral, relative to integral",
     100 * (s_low / s_integral - 1), "%", ".2f")
show("log branch minus integral, relative to integral",
     100 * (s_log / s_integral - 1), "%", ".2f")
show("logarithmic slope of 2 eps s, eps 1e4 to 1e5", slope, "", ".4f")
print(f"boron in silicon: Z1 = {Z1}, Z2 = {Z2}, M1 = {M1} u, M2 = {M2} u")
show("silicon lattice parameter", lattice_nm, "nm", ".4f")
show("silicon atomic density", density, "nm^-3", ".2f")
show("screening length", a * bohr_nm, "nm", ".5f")
show("ion energy at the joint", energy * hartree_eV / 1e3, "keV", ".1f")
show("maximum fractional energy transfer", transfer_max, "", ".4f")
show("stopping per unit reduced stopping", scale, "eV/nm", ".2f")
show("nuclear stopping, low branch", scale * s_low, "eV/nm", ".3f")
show("nuclear stopping, log branch", scale * s_log, "eV/nm", ".3f")
show("jump in nuclear stopping", scale * jump, "eV/nm", ".3f")
show("trajectory test, impact parameter / a", beta_test)
show("trajectory test, recoil energy", recoil * hartree_eV / 1e3, "keV", ".3f")
show("trajectory test, formula", recoil_formula * hartree_eV / 1e3,
     "keV", ".3f")
show("ion speed", speed, "atomic units", ".3f")
show("speed limit of electronic estimate", Z1**(2 / 3), "atomic units", ".3f")
show("electronic stopping, rough estimate", electronic, "eV/nm", ".0f")
show("nuclear share of total stopping", 100 * scale * s_low / total, "%", ".1f")
show("jump relative to total stopping", 100 * scale * jump / total, "%", ".3f")
show("atom spacing in <110> row", row_nm, "nm", ".4f")
show("row energy 2 Z1 Z2 e0^2/d", row_energy * hartree_eV, "eV", ".0f")
show("channeling angle, rough estimate", channel_angle, "degrees", ".1f")
print("all tests passed")
```

Running it gives:

```
reduced energy at the joint: 30
low branch, 1 + 1.1383 eps: 35.149
low branch, numerator: 3.55960
low branch, term 0.01321 eps^0.21226: 0.02719
low branch, term 0.19593 eps^0.5: 1.07315
low branch, bracket: 31.10034
low branch, reduced stopping: 0.057228
log branch, ln(eps): 3.40120
log branch, reduced stopping: 0.056687
jump, log minus low: -0.000541
jump relative to low branch: -0.945 %
jump relative to log branch: -0.954 %
excess of logarithm ratio: 4.657 %
excess of denominator ratio q: 3.668 %
ln(1.1383): 0.12954
q ln(eps) at the joint: 0.12475
reduced energy of local minimum gap: 45.4
local minimum gap relative to log branch: 0.897 %
Coulomb stopping with cutoff beta = 1/2: 0.056696
scattering integral, reduced stopping: 0.059800
low branch minus integral, relative to integral: -4.30 %
log branch minus integral, relative to integral: -5.21 %
logarithmic slope of 2 eps s, eps 1e4 to 1e5: 1.0004
boron in silicon: Z1 = 5, Z2 = 14, M1 = 11.009 u, M2 = 28.086 u
silicon lattice parameter: 0.5431 nm
silicon atomic density: 49.94 nm^-3
screening length: 0.01427 nm
ion energy at the joint: 294.9 keV
maximum fractional energy transfer: 0.8092
stopping per unit reduced stopping: 254.23 eV/nm
nuclear stopping, low branch: 14.549 eV/nm
nuclear stopping, log branch: 14.411 eV/nm
jump in nuclear stopping: -0.138 eV/nm
trajectory test, impact parameter / a: 0.1
trajectory test, recoil energy: 5.935 keV
trajectory test, formula: 5.935 keV
ion speed: 1.039 atomic units
speed limit of electronic estimate: 2.924 atomic units
electronic stopping, rough estimate: 353 eV/nm
nuclear share of total stopping: 4.0 %
jump relative to total stopping: -0.037 %
atom spacing in <110> row: 0.3840 nm
row energy 2 Z1 Z2 e0^2/d: 525 eV
channeling angle, rough estimate: 2.4 degrees
all tests passed
```
